Ageing of the height covariance in a flat-started one-dimensional Edwards-Wilkinson interface

**1. What dimensions and symmetry fix**

Let h(x,t) be the height of a one-dimensional interface, measured from its mean position, on an infinite line. The Edwards-Wilkinson equation with a flat start is

∂h/∂t = ν ∂²h/∂x² + η(x,t),  h(x,0) = 0,   (1)

⟨η⟩ = 0,  ⟨η(x,t) η(x′,t′)⟩ = 2D δ(x−x′) δ(t−t′).   (2)

The factor 2 in (2) is a convention that fixes every prefactor below. If the noise is specified as Γ δδ instead, set D = Γ/2.

The quantity wanted is C(t,s) = ⟨h(x,t) h(x,s)⟩. It does not depend on x, because the equation, the noise and the start are all invariant under translation along the line.

Equation (1) is linear, so height may carry its own unit H, separate from the unit X of distance along the line. With T the unit of time, ν has units X²/T. The two delta functions in (2) carry 1/(XT) and η² carries H²/T², so D has units H²X/T. The covariance has units H². The factor H² requires one power of D, removing X then requires ν^(−1/2), and what remains is the square root of a time. Provided that no other length or time enters,

C(t,s) = D √(s/ν) F(t/s),   (3)

with F a dimensionless function still to be found.

Equation (3) already rules out a dependence on t−s alone. Such a covariance would have to be a constant times D√(|t−s|/ν). This vanishes at t = s, where C is the variance of a fluctuating height and must be positive.

The proviso needs checking, since white noise often calls for a short-distance cutoff, which would be another length. Section 2 shows that none is needed here.

**2. Derivation**

Write h(x,t) = ∫ (dq/2π) e^{iqx} h_q(t), and likewise for η. Equation (1) becomes ∂h_q/∂t = −νq² h_q + η_q. With h_q(0) = 0 its solution is

h_q(t) = ∫₀ᵗ du e^{−νq²(t−u)} η_q(u).   (4)

The transform of (2) is ⟨η_q(u) η_q′(u′)⟩ = 2D · 2πδ(q+q′) δ(u−u′). In the product h_q(t) h_q′(s) the time delta function keeps only noise that acted before both observations, that is, u < m with m = min(t,s). Hence ⟨h_q(t) h_q′(s)⟩ = 2πδ(q+q′) S_q(t,s), where

S_q = 2D ∫₀ᵐ du e^{−νq²(t+s−2u)}.   (5)

The exponential integrates to e^{−νq²(t+s−2u)}/(2νq²), taken between u = 0 and u = m. Since t+s−2m = |t−s|,

S_q = (D/νq²) [e^{−νq²|t−s|} − e^{−νq²(t+s)}].   (6)

The covariance is C = ∫ (dq/2π) S_q. As q → 0 the bracket tends to νq²(t+s−|t−s|) = 2νq²m, so S_q tends to the finite value 2Dm. At large q the worst case is t = s, where S_q falls as D/(νq²), which is integrable in one dimension. The integral therefore converges without a cutoff, and (3) holds.

To evaluate it, return to (5) and integrate over q first. The integrand is positive, so the order may be exchanged. The Gaussian integral is

∫ (dq/2π) e^{−νq²w} = 1/√(4πνw).   (7)

With w = t+s−2u we have du = −dw/2, and w runs from t+s down to |t−s|. Reversing the limits absorbs the minus sign:

C = 2D · ½ ∫ dw/√(4πνw), with w from |t−s| to t+s,

C = [D/√(4πν)] · 2 [√(t+s) − √|t−s|].

Since √(4πν) = 2√(πν), the result is

**C(t,s) = A [√(t+s) − √|t−s|],  A = D/√(πν).**   (8)

For code, the difference of roots loses digits when one time is much larger than the other. Multiplying and dividing by the sum of the roots, and using (t+s) − |t−s| = 2m, gives the stable form

C = 2Am / [√(t+s) + √|t−s|].   (9)

For s ≪ t this becomes C ≈ As/√t. The meaning is direct: noise of total strength 2Ds, received before s, has been spread by time t over a width √(4πνt), and 2Ds/√(4πνt) = As/√t.

**3. Variance and correlation**

At equal times (8) gives the squared width

W²(t) = A √(2t).   (10)

The width grows as t^(1/4). To compare pairs of times, divide out this growth. Let r = t/s ≥ 1. Then C = A√s [√(r+1) − √(r−1)] and W(t)W(s) = A√2 (ts)^(1/4) = A√2 √s r^(1/4), so

ρ = C/[W(t)W(s)] = [√(r+1) − √(r−1)] / (√2 r^(1/4)).   (11)

The correlation depends on the ratio of the times, not on their difference. An interface observed after twice the wait needs twice the lag to lose the same fraction of its correlation. For large r the difference of roots is 2/[√(r+1)+√(r−1)] ≈ r^(−1/2), and

ρ ≈ r^(−3/4)/√2.   (12)

Just above r = 1, ρ ≈ 1 − √((r−1)/2). The initial loss has a square-root cusp because short waves relax quickly.

**4. Increments: the sharper sign of ageing**

At fixed lag τ = t−s, (8) reads C = A[√(2s+τ) − √τ], which grows without limit as the wait s increases. This alone is weak evidence of ageing. An ordinary random walk has covariance proportional to min(t,s), also not a function of t−s, yet the statistics of its steps never change. The test is whether the increment h(t)−h(s) remembers s. Its variance is V = W²(t) + W²(s) − 2C(t,s), or

V = A {2√τ + [√(2t) + √(2s) − 2√(t+s)]}.   (13)

The square bracket carries all the dependence on waiting time. At s = 0 it equals (√2−2)√τ, so V = A√(2τ). Its derivative with respect to s at fixed τ is

1/√(2t) + 1/√(2s) − 2/√(t+s).

This is positive, because x^(−1/2) is convex and t+s is the midpoint of 2t and 2s. So V rises steadily with s. For s ≫ τ, expand √(2x) about the midpoint x = (t+s)/2 ≈ s. The bracket is (τ²/4) times the second derivative −(√2/4)s^(−3/2), that is, −√2 τ²/(16 s^(3/2)), and it vanishes. Therefore

V → 2A√τ for s ≫ τ.   (14)

Between no wait and a long wait the variance grows by √2 and the rms increment by 2^(1/4) ≈ 1.19. The increments do age, but by a bounded amount. At s = τ the curly bracket in (13) is (4+√2−2√3)√τ ≈ 1.95√τ, already within 3 % of the final 2√τ.

The modes show why. With λ = νq², equation (6) gives each mode's share of V as

(D/λ) {2(1 − e^{−λτ}) − (e^{−λs} − e^{−λt})²}.

The first term is the equilibrium value. The second is appreciable only for a mode that had not relaxed by time s but changes noticeably during τ. When s ≫ τ there are hardly any such modes.

**5. The role of the flat start**

Suppose the interface starts rough, with ⟨h_q(0) h_q′(0)⟩ = 2πδ(q+q′) B/q², independent of the later noise. The variance of h itself then diverges at small q on an infinite line, so use the displacement u(t) = h(t) − h(0). The initial profile enters u through the factor e^{−νq²t} − 1 and adds to the covariance of u the term

∫ (dq/2π) (B/q²)(1 − e^{−νq²t})(1 − e^{−νq²s}).

The product equals (1−e^{−νq²t}) + (1−e^{−νq²s}) − (1−e^{−νq²(t+s)}). Each part needs J(w) = ∫ (dq/2π)(1−e^{−νq²w})/q². By (7), dJ/dw = ν/√(4πνw), and J(0) = 0, so J = √(νw/π). The added term is

B √(ν/π) [√t + √s − √(t+s)].   (15)

Define β = Bν/D, the initial roughness relative to equilibrium. Then B√(ν/π) = βA. In the increment variance, (15) contributes

βA {(2−√2)√t + (2−√2)√s − 2[√t + √s − √(t+s)]} = −βA [√(2t) + √(2s) − 2√(t+s)].

This is −β times the bracket in (13), so

V = A {2√τ + (1−β)[√(2t) + √(2s) − 2√(t+s)]}.   (16)

With an equilibrium start, β = 1, the increments depend on τ alone. Their ageing comes from the gap between initial and equilibrium roughness. The displacement covariance for β = 1, A[√t + √s − √|t−s|], is still not a function of t−s, which confirms that increments are the right test.

A numerical check with ν = 0.7, D = 1.3 and τ = 1 integrated the modes directly. For a flat start V rose from 1.591 at s = 0.2 to 1.747 at s = 5. For an equilibrium start it was 1.753 at both waits.

**6. Finite length**

On a ring of length L the integral over q becomes (1/L) times a sum over q = 2πn/L. The n = 0 mode contributes 2Dm/L, the diffusion of the mean height, which never saturates. Each other mode tends to (D/νq²L) e^{−νq²|t−s|}, a function of the lag alone. Their total variance is

(D/νL)(L²/4π²) · 2 Σ 1/n² = DL/(12ν),   (17)

using Σ 1/n² = π²/6 for n ≥ 1. The slowest of them relaxes in a time L²/(4π²ν). Equation (8) is accurate while both observation times are below this. At equal times the ring's W² exceeds (8) by 0.1 % when t equals the slowest relaxation time, and by 13 % at four times that. Long after it, the profile measured from its own spatial mean no longer ages.

**7. Implementing the equation on a grid**

With spacing Δx and time step Δt, the spatial delta function becomes 1/Δx, so the noise added to each site per step has variance 2DΔt/Δx. In an explicit scheme the shortest wave is multiplied by 1 − 4νΔt/Δx² each step. With noise present this must stay above −1, hence νΔt/Δx² < ½. At exactly ½ the shortest wave changes sign at each step without decaying, and the noise makes its variance grow without limit.

The explicit step also biases the variance. A relaxed mode with rate λ acquires 2DΔt/[1−(1−λΔt)²] = (D/λ)/(1−λΔt/2) ≈ D/λ + DΔt/2. Summed over the grid's modes, of which there are 1/Δx per unit length, this adds about DΔt/(2Δx) to W² when νΔt/Δx² ≪ ½. Without the last approximation the sum is larger by the factor 1/√(1 − 2νΔt/Δx²), which is 1.8 at νΔt/Δx² = 0.35 and diverges at the stability limit.

Two grid checks used ν = 0.7, D = 1.3 and Δx = 1. In the first, the covariance was propagated without random numbers on a ring of 256 sites with Δt = 0.01. For waits of 50 and 100 and lags of 0, 50 and 100, the largest deviation from (8), relative to (8), was 0.11 %. In the second, a single random run on 2¹⁸ sites with Δt = 0.1 gave C(40,20) = 2.874, against 2.870 from (8). The sampling error of such a run is between 1 and 2 %, so the closer agreement is luck.

**8. Worked example: a step edge on a hot crystal**

A monatomic step that exchanges atoms with its terraces is a one-dimensional interface: x runs along the step and h is the displacement of its edge. Take an initially straight step at 1200 K, where k_BT = 0.1034 eV, with site spacing a = 0.40 nm and kink energy ε = 0.15 eV. Let k = 10⁶ s⁻¹ be the effective rate of attachments per site, and also of detachments, meaning the rate of independent events that would give the same long-wave noise. An atom that joins a straight stretch of edge and soon leaves again adds almost nothing to that noise, so the raw attachment rate is larger than k. For the kink energy used here it is roughly twice k if atoms attach equally often at every site. These are round values meant for a semiconductor surface with slow attachment, not data for a particular material.

Noise strength. Independent events move one site by ±a, so its position gains variance 2ka²dt in time dt. White noise averaged over a length a gives 2Ddt/a. Equating the two,

D = a³k = (0.40 nm)³ × 10⁶ s⁻¹ = 6.4×10⁴ nm³/s.

Relaxation coefficient. Let a kink of height na have weight z^|n|, with z = e^{−ε/k_BT}. The sums Σz^|n| = (1+z)/(1−z) and Σn²z^|n| = 2z(1+z)/(1−z)³ give

⟨n²⟩ = 2z/(1−z)² = 1/[2 sinh²(ε/2k_BT)] = 0.80.

Independent kinks make the edge a random walk, with ⟨[h(x)−h(0)]²⟩ = a⟨n²⟩|x|. A line of stiffness σ and energy (σ/2)∫(∂h/∂x)²dx has spectrum k_BT/(σq²), for which the same quantity is (k_BT/σ)|x|. Hence

σ = k_BT/(a⟨n²⟩) = 0.1034 eV/(0.32 nm) = 0.32 eV/nm.

At long times (6) gives the spectrum D/(νq²). It must equal k_BT/(σq²), so

ν = Dσ/k_BT = D/(a⟨n²⟩) = 6.4×10⁴/0.32 = 2.0×10⁵ nm²/s,

A = D/√(πν) = 80.7 nm² s^(−1/2).

Now hold the lag at 0.1 s and change the wait:

s = 0.1 s: C = 80.7 × (√0.3 − √0.1) = 18.7 nm², ρ = 0.44.

s = 1 s: C = 80.7 × (√2.1 − √0.1) = 91.5 nm², ρ = 0.78.

The covariance grows 4.9 times at the same lag. For s = 1 s and t = 2 s the ratio t/s is again 2, and ρ returns to 0.44, as (11) requires.

The rms increment over 0.1 s is 6.01 nm with no wait, 7.06 nm after 0.1 s and 7.14 nm after 1 s, with a long-wait limit of 7.15 nm. An experiment on increments would have to catch waits shorter than the lag. The last three values lie within about 1.3 % of one another, so telling them apart would need a precise measurement.

**9. How far a real step departs from the model**

The model heats the step instantly, so real heating must be over in much less than the shortest wait, here 0.1 s. Nor is a real step perfectly straight before it is heated. Suppose it carries equilibrium roughness from 600 K, with the same kink energy. Then β = 0.154, and (15) raises the displacement covariance by 14 % for the pair (0.1 s, 0.2 s) and by 8 % for (1 s, 1.1 s). By (16), it also reduces the waiting-time dependence of V by 15 %.

Atoms must also diffuse across the terrace. Consider an isolated step, with terraces much wider than 1/|q|. For an edge wave of wavenumber q, the disturbance in adatom density decays away from the step as e^{−|q|y}, where y is the distance from it. Let c_e be the disturbance in equilibrium with the edge, c its actual value beside the step, κ the attachment velocity and D_s the surface diffusion coefficient. Balancing the two fluxes, κ(c_e − c) = D_s|q|c, gives a flux κc_e f_q with

f_q = 1/[1 + 1/(d|q|)],  d = D_s/κ.   (18)

The exchange that relaxes the edge is slowed by this factor, so ν is multiplied by f_q. The equilibrium spectrum D/(νq²) cannot depend on the kinetics, so D is multiplied by f_q as well. For an assumed d of 20 μm, C falls by 4 % for the first pair and 7 % for the second. The result is sensitive to d: the reductions are 11 % and 17 % for 5 μm, and 28 % and 37 % for 1 μm, so d must be known before (8) is applied to a given surface. Nor is d free once k is chosen. With c₀ the equilibrium adatom density, a step fed from two terraces has k = 2κc₀a, so D_s c₀ = dk/(2a), which is 2.5×10¹⁰ s⁻¹ for d = 20 μm. With an attempt frequency k_BT/h this needs the adatom formation energy and diffusion barrier to add up to less than about 0.6 eV, which is low for a semiconductor surface. A sum of 1.0 eV gives d ≈ 0.3 μm and reductions of 44 % and 53 %, and 1.2 eV gives d ≈ 50 nm and reductions near 70 %. The 20 μm is thus an optimistic choice at this k. The error grows with time as longer waves take part. For the variance W² the reduction is already 15 % when √(νt) is a tenth of d, and 43 % when the two are equal. For d|q| ≪ 1 the relaxation rate becomes νd|q|³, a different growth law.

Other effects are smaller for these numbers. With D and ν held fixed, replacing the continuous line by sites a distance a apart changes C by less than 10⁻⁴ %. At 1.1 s the edge has wandered 11 nm over a lateral length √(νt) of 469 nm, so the coarse-grained slope is about 0.02. The wandering is 0.2 % of an assumed 5 μm terrace, so collisions with neighbouring steps can be ignored. A periodic step 20 μm long would have a slowest relaxation time of 51 s, well beyond the times used.

If the step advances at speed v along its local normal, its equation gains the term (v/2)(∂h/∂x)², the Kardar-Parisi-Zhang nonlinearity. The time formed from ν, D and v is ν⁵/(D²v⁴), about 8×10¹² s at 10 nm/s. Dimensional analysis leaves its numerical factor open, but the margin is very large.

Elastic interaction between steps, exchange of adatoms between neighbouring steps and diffusion of atoms along the edge are left out and have not been sized. Edge diffusion conserves the number of atoms in the step, so where it dominates, equation (1) is the wrong starting point.

For the effects that were sized, with k the effective rate defined in section 8 and d at least about 20 μm, the covariances in section 8 are uncertain by roughly 10 to 15 %, mainly through the starting profile and terrace diffusion. This margin holds only if d really is that long; for d below a micrometre equation (8) overestimates C by far more. The factor 4.9 between the two waits is more robust: it is far outside that margin, and it stays near 4 even for d of 0.3 μm or 50 nm. The margin does not carry over to the increments: by (16) the cold start only takes 15 % off the small difference in V between waits of 0.1 s and 1 s, and terrace diffusion with d = 20 μm lowers both rms increments by about 1 %, leaving their ratio almost unchanged. The changes of C for d = 20 μm are in the numerical output below.

Computed results

```
INPUTS (round, rough values)
temperature 1200 K, thermal energy 0.1034 eV
site spacing 0.40 nm, kink energy 0.15 eV
attachments (= detachments) per site 1.0e+06 1/s
DERIVED
mean square kink height 0.8000 a^2
step stiffness 0.3231 eV/nm
noise strength D 6.4000e+04 nm^3/s
relaxation coefficient nu 2.0000e+05 nm^2/s
amplitude A 80.741 nm^2/s^0.5
TWO-TIME RESULTS
s=0.1 s, t=0.2 s: C 18.691 nm^2, correlation 0.4353, rms increment 7.056 nm
s=1.0 s, t=1.1 s: C 91.472 nm^2, correlation 0.7822, rms increment 7.141 nm
s=1.0 s, t=2.0 s: C 59.106 nm^2, correlation 0.4353, rms increment 12.548 nm
C at lag 0.1 s, wait 1 s over wait 0.1 s: 4.894
rms width at 0.1 s: 6.009 nm
rms width at 0.2 s: 7.146 nm
rms width at 1.0 s: 10.686 nm
rms width at 1.1 s: 10.943 nm
rms width at 2.0 s: 12.708 nm
rms increment, lag 0.1 s, wait 0: 6.009 nm
rms increment, lag 0.1 s, long wait: 7.146 nm
NEGLECTED EFFECTS
roughness of 600 K start over that at 1200 K: 0.1538
s=0.1 s, t=0.2 s: change of C from cold-start roughness +14.34 %
   from terrace diffusion -4.22 %, from atomic lattice +2.9e-05 %
s=1.0 s, t=1.1 s: change of C from cold-start roughness +8.14 %
   from terrace diffusion -6.98 %, from atomic lattice +1.1e-05 %
kinetic length assumed 20 um
lateral length sqrt(nu t) at 1.1 s: 469.0 nm
coarse slope, width over that length: 0.0233
width over terrace width of 5 um: 0.00219
slowest relaxation time, step length 20 um: 50.7 s
KPZ time scale nu^5/(D^2 v^4), v=10 nm/s: 7.8e+12 s
TESTS (dimensionless, nu=0.7, D=1.3)
largest relative error, ring against formula: 1.1e-03
ring, lag 50: C at wait 100 over wait 50: 1.6881
ring correlation at t/s=2: 0.4358 (s=50), 0.4355 (s=100)
Langevin run C(40,20): 2.874, formula 2.870
increment variance, lag 1, waits 0.2 and 5, flat start: 1.5913, 1.7472
same, equilibrium start: 1.7533, 1.7533
```
